Numerov Rounding Error, the Optimal Step, and the Summed Form

**Result**

Let the radial equation be integrated by Numerov's method over a fixed interval with step h, in arithmetic of relative precision ε. The rounding error at the far end is bounded by a constant times ε/h². Growth as h⁻² occurs when the roundings are biased. When they are unbiased and effectively independent, the typical error grows as ε/h^(3/2). Since the truncation error falls as h⁴, there is a best step, and below it a finer grid makes the answer worse.

The loss comes from storing the slope of the solution as a difference of two nearly equal numbers. If that difference is carried as a variable of its own, the bound becomes ε/h and the typical growth ε/h^(1/2). In the hydrogen 3p example below, the smallest error found drops from 7.4×10⁻¹³ to 2.0×10⁻¹⁵ bohr^(−1/2), a gain of about two and a half decimal digits.

**The ordinary scheme**

In Hartree atomic units the reduced radial function u(r) obeys

u'' = f u,  f(r) = 2[V(r) − E] + l(l+1)/r².

In a many-electron atom V may be a local self-consistent potential; the analysis needs f to be smooth on the interval from A > 0 to R. The energy and the starting amplitude are held fixed, and L = R − A.

Write u₊ and u₋ for the values one step ahead and behind. Adding their Taylor series cancels the odd derivatives:

u₊ − 2u + u₋ = h²u'' + h⁴u⁗/12 + h⁶u⁽⁶⁾/360 + O(h⁸).

To remove the fourth derivative, define

w = u − h²u''/12 = (1 − h²f/12)u.

The second difference of −h²u''/12 is −h⁴u⁗/12 − h⁶u⁽⁶⁾/144 + O(h⁸). Since 1/360 − 1/144 = −1/240, the exact solution satisfies

w₊ − 2w + w₋ = h²fu − h⁶u⁽⁶⁾/240 + O(h⁸).

Numerov's method drops the last terms. With

k = h²f/(1 − h²f/12),

so that kw = h²fu, the ordinary form is

w₊ = (2w − w₋) + kw.

The step must be small enough that h²|f|/12 is well below 1.

**What one small error does**

Suppose that one new value w₊ is wrong by δ while w is right. From there on the error obeys the same linear recurrence, starting from the pair 0, δ. To leading order in h this is a solution of the radial equation that starts at zero with slope δ/h.

Let g(R,s) be the solution, as a function of R, that vanishes at R = s with unit slope there. The error arriving at R is then

e(R) = (δ/h) g(R,s).

The factor 1/h is the root of the trouble: an error in one value is read by the recurrence as an error in slope, magnified by the inverse step. For an error injected at s = 3 bohr in the example, h times the response per unit error is −3.1895 bohr, in agreement with g(R,s) to the digits printed.

The same kernel gives the truncation error. Let e be the numerical value minus the exact one. Subtracting the two recurrences gives

e₊ − 2e + e₋ = ke + h⁶u⁽⁶⁾/240.

Each step thus injects δ = h⁶u⁽⁶⁾/240. Summing the responses and replacing hΣ by an integral,

e(R) = (1/h) Σ g h⁶u⁽⁶⁾/240 = C h⁴,

C = (1/240) ∫ g(R,s) u⁽⁶⁾(s) ds,

with all integrals running from A to R. This assumes accurate starting values. The difference between an error in w and one in u is a factor 1 + O(h²), which is ignored here.

**How large the rounding errors are**

Let ulp(w) be the spacing of floating-point numbers near w. It is at most ε|w|, with ε = 2.22×10⁻¹⁶ in double precision. Doubling w is free of rounding. If w and w₋ share the same spacing, 2w − w₋ is a multiple of it and normally representable, apart from steps near a change of spacing. The main rounding occurs when the small increment kw is added, and with round-to-nearest it is at most ulp(w)/2.

The rounding made in forming kw is much less harmful. It is of order εh²|fu|. There are L/h steps, each with a propagation factor 1/h, so together these errors contribute at most of order ε, with no inverse power of h.

In the worst case all the main roundings conspire in sign with g. Then, to leading order in h,

|e(R)| ≤ (1/h) Σ |g| ulp(w)/2 = B/h²,

B = ½ ∫ |g(R,s)| ulp(w) ds.

One factor 1/h comes from the slope, the other from the number of steps.

Biased rounding realizes this power. Chopping toward zero makes an error between 0 and one ulp, opposite in sign to w. If the discarded fractions are evenly spread, its mean is −sgn(w) ulp(w)/2, and the mean error at R is

⟨e(R)⟩ = −(1/2h²) ∫ g(R,s) sgn(w) ulp(w) ds.

Bias can also arise under round-to-nearest. Suppose f is constant and the coefficient 2 + k is formed once and stored with a rounding error η of order ε. The recurrence then contains k + η, which to leading order means f + η/h². Since f contains −2E, this amounts to an energy shift −η/(2h²), the same at every step. Keeping k separate from 2, as in the formula above, avoids this.

If instead the roundings are independent and uniform between −ulp/2 and +ulp/2, each has variance ulp²/12, and variances add:

⟨e²⟩ = (1/h²) Σ g² ulp(w)²/12 = ρ²/h³,

ρ² = (1/12) ∫ g² ulp(w)² ds.

The rms error is therefore ρ h^(−3/2). Half a power of 1/h has been lost to cancellation between random signs.

The limit f → 0 shows the counting without any atomic detail. There g = R − s, so an error made m steps before the end is multiplied by m. After N = L/h steps a constant error δ accumulates to about δN²/2. Independent errors of variance q²/12 give

rms = (q/√12) √(Σm²) ≈ (q/√12) √(N³/3) = qN^(3/2)/6.

This limit describes propagation only; the actual increments vanish when f = 0.

Independence is a model, since rounding is deterministic. It is plausible when the increment, measured in ulps, changes by many units from one step to the next, that is when h³|(fu)'| ≫ ulp(w). At far smaller steps the roundings become correlated. Once |h²fu| < ulp(w)/2 the increment is lost altogether and w continues as a straight line, except that its slope may be rounded where the spacing of the floating-point numbers increases. The power laws do not extend into that regime.

**The best step of the ordinary form**

For a guaranteed error one minimizes |C|h⁴ + B/h². Setting the derivative to zero,

4|C|h³ − 2B/h³ = 0,  so h⁶ = B/(2|C|).

At this step B/h² = 2|C|h⁴, and the bound is 3|C|h⁴. Since B is proportional to ε, the step scales as ε^(1/6) and the error as ε^(2/3).

For the typical error, the truncation part is fixed and the rounding part has zero mean, so their squares add:

E² = C²h⁸ + ρ²h⁻³.

The derivative vanishes when 8C²h⁷ = 3ρ²h⁻⁴, hence

h¹¹ = 3ρ²/(8C²).

There ρ²h⁻³ = (8/3)C²h⁸, so

E = √(1 + 8/3) |C|h⁴ = √(11/3) |C|h⁴.

Now the step scales as ε^(2/11) and the error as ε^(8/11). Even in this favourable case more than a quarter of the available digits are lost as ε is reduced. These formulas require C ≠ 0; if C vanishes for some choice of R, the next order in h must be kept.

**Repairing the scheme**

The ordinary form never stores a slope. It holds it implicitly as (w₊ − w)/h, which the grid of floating-point numbers resolves only to about ulp(w)/h. The remedy is to store

D = (w₊ − w)/h

with its own full set of digits. Dividing the ordinary recurrence by h gives

(w₊ − w)/h − (w − w₋)/h = hfu.

The first term is the new D and the second is the old one. The summed form is therefore

D ← D + hfu,
w ← w + hD,

where u = w/(1 − h²f/12) is evaluated before w is updated. In exact arithmetic this is the same recurrence, so the truncation constant C is unchanged. The two forms were also found identical in a short run in rational arithmetic.

Two kinds of rounding now have to be followed. An error δ in D is a slope error δ, and it arrives as gδ. An error η in w leaves D untouched, so it starts an error solution with value η and zero slope. Call the corresponding unit solution c(R,s).

To relate c to g, take two solutions p and q of the radial equation with pq' − p'q = 1. Then

g(R,s) = p(s)q(R) − q(s)p(R),

because this vanishes at R = s and has slope pq' − qp' = 1 there. Consider

−∂g/∂s = q'(s)p(R) − p'(s)q(R).

At R = s its value is q'p − p'q = 1 and its slope is q'p' − p'q' = 0. Hence c = −∂g/∂s.

An injected value error at s = 3 bohr gives a response of −1.1051, against c = −1.1072. The difference is a known effect of order h. The stored D belongs to the midpoint s − h/2, so setting its error to zero there leaves a slope error hf/2 at s. With f(3) = 2/9 − 2/3 + 1/9 = −1/3 and h = 0.003906, the extra response is (hf/2)g = (−0.00065)(−3.19) = 0.0021, as observed.

Neither response contains 1/h. The worst case is

|e(R)| ≤ B_s/h,

B_s = ½ ∫ [|c| ulp(w) + |g| ulp(D)] ds,

where the single 1/h counts the steps. For independent roundings,

rms e = σ h^(−1/2),

σ² = (1/12) ∫ [c² ulp(w)² + g² ulp(D)²] ds.

Independence is plausible here when both increments change by many ulps per step, that is when h²|fu| ≫ ulp(w) and h²|(fu)'| ≫ ulp(D). At far smaller steps the h^(−1/2) law fails.

Rounding in the increments themselves again adds only a contribution of order ε, provided f is evaluated at grid points that are themselves accurate to order ε, for instance computed as A + nh. If r is instead advanced by repeated addition of a step that is not a power of two, its rounding accumulates and f is taken at displaced points. In the example below, near h = 0.0008 bohr, this raises the summed error from 2×10⁻¹⁵ to a few times 10⁻¹³ and removes almost all of the gain.

The new typical optimum follows from E² = C²h⁸ + σ²/h. Its derivative vanishes when 8C²h⁷ = σ²/h², so

h⁹ = σ²/(8C²),  E = √(1 + 8) |C|h⁴ = 3|C|h⁴.

The error scales as ε^(8/9). For the bound, minimizing |C|h⁴ + B_s/h gives h⁵ = B_s/(4|C|) and an error 5|C|h⁴, which scales as ε^(4/5).

**The first slope**

The repair can be undone at the first step. If D is obtained by subtracting two rounded values of w, their errors δ₀ and δ₁ enter as (δ₁ − δ₀)/h. For independent roundings the rms effect at R is

|g(R,A)| √(2 ulp(w)²/12)/h = |g(R,A)| ulp(w)/(√6 h).

This one error grows faster than all later typical errors together.

The subtraction can be done analytically. Expand u and u'' about A:

[u(A+h) − u(A)]/h = u' + hu''/2 + h²u'''/6 + h³u⁗/24 + h⁴u⁽⁵⁾/120 + …

−(h²/12)[u''(A+h) − u''(A)]/h = −h²u'''/12 − h³u⁗/24 − h⁴u⁽⁵⁾/72 − …

The sum is

D = u' + hu''/2 + h²u'''/12 − h⁴u⁽⁵⁾/180 + O(h⁵),

with all derivatives taken at A. They can come from a power series about the nucleus. The h⁴ term matters, because dropping it would leave an error of the same order as the method's own truncation. In the example D was instead obtained from the known orbital in 40-digit arithmetic and then rounded, so this expansion was not exercised there.

**Hydrogen 3p in double precision**

The test function is

u = 4r²(6 − r)e^(−r/3)/(81√6),  f = 2/r² − 2/r + 1/9,

integrated outward from 1 to 17 bohr. Setting f = 0 gives r² − 18r + 18 = 0, with turning points at 1.06 and 16.94 bohr, so the range is almost entirely classically allowed. The exact end value is −0.2217 bohr^(−1/2). Errors below are absolute errors of u(R) in that unit.

Each run was repeated with 200 random starting amplitudes between 1 and 2, and the results were scaled back. The equation is linear, so the truncation error is common to all runs, and their spread measures the part of the rounding that differs from run to run; roundings shared by all runs, in the unscaled starting values and in k, do not appear in it. Averaged over these amplitudes, the constants in atomic units are

C = −1.50×10⁻³, ρ = 1.74×10⁻¹⁶, σ = 5.16×10⁻¹⁷.

B and B_s, taken as the largest values over the amplitudes, are 1.06×10⁻¹⁵ and 4.22×10⁻¹⁶.

For the ordinary form the typical optimum is

h¹¹ = 3(1.743×10⁻¹⁶)²/[8(1.499×10⁻³)²] = 5.07×10⁻²⁷,

which gives h = 0.0041 bohr and an error of 7.9×10⁻¹³. Among steps differing by factors of two, the best was 0.0039 bohr, with an rms error of 7.4×10⁻¹³. At one quarter of that step, 0.00098 bohr, the error had risen to 5.4×10⁻¹². The worst-case formula recommends a coarser step, 0.0084 bohr, and guarantees 2.2×10⁻¹¹. That is a bound, not a forecast.

For the summed form,

h⁹ = (5.156×10⁻¹⁷)²/[8(1.499×10⁻³)²] = 1.48×10⁻²⁸,

so h = 0.00081 bohr and the predicted error is 1.9×10⁻¹⁵. The scan found 2.0×10⁻¹⁵ at 0.00098 bohr. Relative to |u(R)| this is 9×10⁻¹⁵, compared with 3.3×10⁻¹² for the best ordinary run. The gain is 2.56 decimal digits, bought with four times as many steps: 16384 instead of 4096. At the common step 0.00098 bohr the summed form is better by a factor of about 2700.

At the coarsest step, 0.031 bohr, both forms give 1.42×10⁻⁹, close to |C|h⁴ = 1.43×10⁻⁹. Truncation dominates there, and the summed form cannot help.

The measured rounding spreads lie within about 10 percent of ρh^(−3/2) and σh^(−1/2) over the whole scan. The fitted powers are −1.47 and −0.49. An rms from 200 samples has a sampling uncertainty of about 5 percent, which implies about 0.01 in each fitted power. The ordinary exponent lies about two and a half such uncertainties from −1.5. A deviation of that size can arise by chance in a single set of amplitudes, so it is not evidence against the predicted power.

The role of bias was tested by storing w with 36 significant bits and changing only the rounding mode. With round-to-nearest, the fitted power of the spread was −1.45. With chopping, the power of the mean error was −2.00. At h = 0.00195 bohr the chopped mean was 3.259×10⁻⁵ against a predicted 3.260×10⁻⁵, while the nearest-rounding spread was 2.6×10⁻⁷. The h⁻² law is thus a real mode of failure, though not the typical one for this orbital in double precision.

A careless first slope raises the summed error at 0.00098 bohr from 2.0×10⁻¹⁵ to 3.6×10⁻¹⁴. The spread among amplitudes, 1.5×10⁻¹⁴, agrees with the predicted 1.4×10⁻¹⁴. The total is larger because the runs also share an offset of √(3.64² − 1.50²)×10⁻¹⁴ = 3.3×10⁻¹⁴. The two starting values were rounded once before being scaled by the amplitudes. Their errors δ₀ and δ₁ give every run, after scaling back, the same slope error (δ₁ − δ₀)/h, which arrives at R as g(R,A)(δ₁ − δ₀)/h. This is a single draw of the rounding. Here δ₀ = +0.38 and δ₁ = −0.44 in units of ulp(w) = 1.39×10⁻¹⁷, and g(R,A) = −2.88 bohr, so the term is 3.4×10⁻¹⁴; together with the truncation error Ch⁴ = −1.4×10⁻¹⁵ it accounts for the offset. The total 3.6×10⁻¹⁴ is therefore particular to this setup; the quantity that tests the formula is the spread.

**Where the repair stops**

The summed form removes the factor 1/h by which the ordinary form magnifies each rounding error. The slower accumulation over many steps remains. It does not change the physical propagation of errors. In a forbidden region with constant f = κ²,

g(R,s) = sinh[κ(R − s)]/κ,  c(R,s) = cosh[κ(R − s)],

and both grow exponentially with distance. An outward integration carried far beyond the outer turning point amplifies every error in this way, whichever form is used. The decaying solution should be integrated inward there and matched to the outward one near the turning point. The numerical output gives the full scan over steps.

Values computed for the example and the checks

```
Hydrogen 3p, outward; errors of u(R) in bohr^(-1/2)
start A = 1.0 bohr, end R = 17.0 bohr
exact u(R) = -0.221711 bohr^(-1/2)
double-precision epsilon = 2.220e-16
number of starting amplitudes = 200
injected error at s = 3.0 bohr, h = 0.003906 bohr:
  h * response = -3.1895, g(R,s) = -3.1895 bohr
  value shift  = -1.1051, c(R,s) = -1.1072
Constants (atomic units):
  C = -1.4994e-03, rho = 1.743e-16, sigma = 5.156e-17
  B = 1.056e-15, B_s = 4.220e-16
rms total error: h/bohr, ordinary, model, summed, model
  0.031250 1.42e-09 1.43e-09 1.42e-09 1.43e-09
  0.015625 8.89e-11 8.94e-11 8.89e-11 8.94e-11
  0.007812 5.56e-12 5.59e-12 5.57e-12 5.59e-12
  0.003906 7.36e-13 7.95e-13 3.49e-13 3.49e-13
  0.001953 1.94e-12 2.02e-12 2.18e-14 2.18e-14
  0.000977 5.40e-12 5.71e-12 2.02e-15 2.14e-15
  0.000488 1.49e-11 1.62e-11 2.21e-15 2.33e-15
  0.000244 4.47e-11 4.57e-11 3.33e-15 3.30e-15
rounding part alone (spread): h/bohr, ordinary, summed
  0.031250 3.34e-14 2.78e-16
  0.015625 9.37e-14 4.48e-16
  0.007812 2.76e-13 5.76e-16
  0.003906 6.59e-13 7.68e-16
  0.001953 1.93e-12 1.20e-15
  0.000977 5.40e-12 1.56e-15
  0.000488 1.49e-11 2.19e-15
  0.000244 4.45e-11 3.27e-15
fitted power of h: ordinary -1.472, summed -0.491
36-bit storage: h/bohr, nearest rms, chopped mean, predicted mean
  0.015625 1.26e-08 5.106e-07 5.094e-07
  0.007812 3.42e-08 2.039e-06 2.038e-06
  0.003906 9.43e-08 8.149e-06 8.151e-06
  0.001953 2.55e-07 3.259e-05 3.260e-05
fitted power of h: nearest -1.448, chopped -1.999
Best step (bohr) and error there, from the formulas:
  ordinary, worst case: 0.00840, 2.24e-11
  ordinary, typical:    0.00407, 7.87e-13
  summed, typical:      0.00081, 1.92e-15
Best in the scan:
  ordinary: h = 0.003906 bohr, error 7.36e-13
  summed:   h = 0.000977 bohr, error 2.02e-15
decimal digits gained, best against best = 2.56
summed form at h = 0.000977 bohr, rms error:
  accurate first D 2.02e-15, subtracted 3.64e-14
  spread if subtracted 1.50e-14, predicted 1.44e-14
```
